# Reflectivity maxima during solid-phase epitaxial regrowth of silicon: a program that tests the result

```python
"""Reflectivity maxima during solid-phase epitaxial regrowth of silicon.

Result under test: at normal incidence, successive reflectivity maxima are
separated by wavelength / (2 * n_amorphous) of amorphous thickness.
Symbols: d = amorphous thickness (nm), n_film = index of the amorphous layer,
n_sub = index of the crystal, kappa = imaginary part of the film index.
Reflectivities are computed by solving the field-matching equations at the two
interfaces; the formulas for positions, spacing and heights are not used there.
"""
import numpy as np
from scipy.optimize import minimize_scalar

wavelength = 633.0      # nm, in vacuum
n_a = 4.5               # amorphous silicon
n_c = 4.0               # crystal, chosen model value
n_c_high = 5.0          # crystal index above that of the film, for comparison
kappa = 0.3             # chosen absorption for the comparison
d_start = 300.0         # nm
speed = 0.50            # nm/s


def reflectivity(d, n_film, n_sub):
    """Solve continuity of field and slope for r, a, b, t."""
    p = np.exp(2j * np.pi * n_film * d / wavelength)
    matrix = np.array([
        [-1, 1, p, 0],
        [1, n_film, -n_film * p, 0],
        [0, p, 1, -1],
        [0, n_film * p, -n_film, -n_sub]], dtype=complex)
    r = np.linalg.solve(matrix, np.array([1, 1, 0, 0], dtype=complex))[0]
    return abs(r) ** 2


def find_maxima(function, low, high, step):
    """Locate interior maxima on a grid, then refine each one."""
    grid = np.arange(low, high + step / 2, step)
    values = np.array([function(x) for x in grid])
    found = []
    for i in range(1, len(grid) - 1):
        if values[i] > values[i - 1] and values[i] >= values[i + 1]:
            best = minimize_scalar(lambda x: -function(x), method="bounded",
                                   bounds=(grid[i - 1], grid[i + 1]),
                                   options={"xatol": 1e-7})
            found.append(best.x)
    return np.array(found)


spacing = wavelength / (2 * n_a)

# Closed formula for multiple reflections against the field solution,
# for transparent and absorbing films.
rng = np.random.default_rng(1)
sample = rng.uniform(0, 400, 60)
for film in (n_a, n_a + 1j * kappa):
    r1 = (1 - film) / (1 + film)
    r2 = (film - n_c) / (film + n_c)
    for d in sample:
        e = np.exp(4j * np.pi * film * d / wavelength)
        formula = abs((r1 + r2 * e) / (1 + r1 * r2 * e)) ** 2
        assert abs(formula - reflectivity(d, film, n_c)) < 1e-12

# Real-index form, and steady fall of R with cos(phase) when n_a > n_c.
r1 = (1 - n_a) / (1 + n_a)
r2 = (n_a - n_c) / (n_a + n_c)
cosines = np.cos(4 * np.pi * n_a * sample / wavelength)
R_sample = np.array([reflectivity(d, n_a, n_c) for d in sample])
x = 2 * r1 * r2 * cosines
R_form = (r1**2 + r2**2 + x) / (1 + r1**2 * r2**2 + x)
assert np.allclose(R_sample, R_form, atol=1e-12, rtol=0)
assert np.all(np.diff(R_sample[np.argsort(cosines)]) < 1e-12)

# Positions and spacing of maxima for a transparent film.
maxima = find_maxima(lambda d: reflectivity(d, n_a, n_c), 0, d_start, 1.0)
odd = 2 * np.arange(len(maxima)) + 1
assert len(maxima) == 4
assert np.allclose(maxima, odd * wavelength / (4 * n_a), atol=1e-4, rtol=0)
assert np.allclose(np.diff(maxima), spacing, atol=1e-4, rtol=0)
assert abs(spacing - 70) < 0.5

# Extreme values; the bare crystal is a minimum.
R_bare = reflectivity(0.0, n_a, n_c)
R_top = reflectivity(maxima[0], n_a, n_c)
assert abs(R_bare - ((n_c - 1) / (n_c + 1)) ** 2) < 1e-12
assert abs(R_top - ((n_c - n_a**2) / (n_c + n_a**2)) ** 2) < 1e-10
assert R_sample.min() >= R_bare - 1e-12

# A crystal index above n_a moves the maxima but keeps their spacing.
maxima_high = find_maxima(lambda d: reflectivity(d, n_a, n_c_high),
                          0, d_start, 1.0)
orders = np.arange(1, len(maxima_high) + 1)
assert len(maxima_high) == 4
assert np.allclose(maxima_high, orders * spacing, atol=1e-4, rtol=0)

# Weak absorption: small departures in thin layers, vanishing in thick ones.
film = n_a + 1j * kappa
maxima_abs = find_maxima(lambda d: reflectivity(d, film, n_c), 0, 1000, 2.0)
gaps_abs = np.diff(maxima_abs)
assert len(maxima_abs) >= 13
assert np.all(abs(gaps_abs - spacing) < 0.5)
assert abs(gaps_abs[-1] - spacing) < 0.01
assert abs(gaps_abs[-1] - spacing) < abs(gaps_abs[0] - spacing)
R_thick = reflectivity(0.0, film, film)
heights = np.array([reflectivity(d, film, n_c) for d in maxima_abs]) - R_thick
damping = np.exp(-2 * np.pi * kappa / n_a)
damping_found = heights[-1] / heights[-2]
assert abs(damping_found - damping) < 0.002

# Growth at constant speed: recover the speed from the simulated time trace.
times = find_maxima(lambda t: reflectivity(d_start - speed * t, n_a, n_c),
                    0, d_start / speed, 2.0)
intervals = np.diff(times)
speed_found = spacing / intervals.mean()
assert len(times) == 4
assert np.allclose(intervals, intervals[0], atol=1e-3, rtol=0)
assert abs(speed_found - speed) < 1e-5


def show(values, digits=1):
    return ", ".join(f"{v:.{digits}f}" for v in values)


print(f"vacuum wavelength: {wavelength:.0f} nm")
print(f"amorphous index: {n_a:.1f}")
print(f"crystal index (chosen): {n_c:.1f}")
print(f"wavelength inside amorphous layer: {wavelength / n_a:.1f} nm")
print(f"spacing of maxima, formula: {spacing:.2f} nm")
print(f"spacing of maxima, field solution: {np.diff(maxima).mean():.2f} nm")
print(f"maximum to next minimum: {spacing / 2:.1f} nm")
print(f"interface coefficients r1, r2: {r1:.4f}, {r2:.4f}")
print(f"thicknesses at maxima: {show(maxima)} nm")
print(f"reflectivity of bare crystal (minimum): {R_bare:.3f}")
print(f"reflectivity at maxima: {R_top:.3f}")
print(f"higher crystal index (comparison): {n_c_high:.1f}")
print(f"thicknesses at maxima, higher index: {show(maxima_high)} nm")
print(f"initial amorphous thickness: {d_start:.0f} nm")
print(f"regrown depths at maxima: {show((d_start - maxima)[::-1])} nm")
print(f"growth speed put in: {speed:.2f} nm/s")
print(f"times of maxima: {show(times)} s")
print(f"time between maxima: {intervals.mean():.1f} s")
print(f"growth speed recovered: {speed_found:.3f} nm/s")
print(f"absorption comparison, kappa: {kappa:.1f}")
print(f"first four maxima with absorption: {show(maxima_abs[:4])} nm")
print(f"first three spacings with absorption: {show(gaps_abs[:3], 2)} nm")
print(f"last spacing with absorption: {gaps_abs[-1]:.2f} nm")
print(f"thickness at last maximum with absorption: {maxima_abs[-1]:.0f} nm")
print(f"height factor per added period, formula: {damping:.3f}")
print(f"height factor per added period, thick layer: {damping_found:.3f}")
print("done: every assertion held")
```

Running it gives:

```
vacuum wavelength: 633 nm
amorphous index: 4.5
crystal index (chosen): 4.0
wavelength inside amorphous layer: 140.7 nm
spacing of maxima, formula: 70.33 nm
spacing of maxima, field solution: 70.33 nm
maximum to next minimum: 35.2 nm
interface coefficients r1, r2: -0.6364, 0.0588
thicknesses at maxima: 35.2, 105.5, 175.8, 246.2 nm
reflectivity of bare crystal (minimum): 0.360
reflectivity at maxima: 0.449
higher crystal index (comparison): 5.0
thicknesses at maxima, higher index: 70.3, 140.7, 211.0, 281.3 nm
initial amorphous thickness: 300 nm
regrown depths at maxima: 53.8, 124.2, 194.5, 264.8 nm
growth speed put in: 0.50 nm/s
times of maxima: 107.7, 248.3, 389.0, 529.7 s
time between maxima: 140.7 s
growth speed recovered: 0.500 nm/s
absorption comparison, kappa: 0.3
first four maxima with absorption: 29.6, 99.9, 170.3, 240.6 nm
first three spacings with absorption: 70.34, 70.34, 70.33 nm
last spacing with absorption: 70.33 nm
thickness at last maximum with absorption: 944 nm
height factor per added period, formula: 0.658
height factor per added period, thick layer: 0.658
done: every assertion held
```
